# Is ideal 1T the stable metallic form of monolayer MoS2?

**Q.** Monolayer MoS$_2$ has a semiconducting 2H phase and a metallic 1T phase. In 1T each Mo sits in an octahedron of sulphur and the Mo atoms form a perfect triangular lattice. Each Mo is an inversion centre, so no force acts on it. Why should this not be the structure of the metallic sheet?

**A.** Inversion does make the force on each Mo vanish. It says nothing about the sign of the second derivative: a ball on top of a hill feels no force either. You have to displace the atoms and ask whether the energy rises.

**Q.** Then displace them. What model do you use?

**A.** One that keeps the electrons responsible for Mo–Mo bonding. In neutral MoS$_2$, Mo$^{4+}$ has $n=2$ d electrons. The octahedral field puts them in three $t_{2g}$ orbitals, and each has lobes pointing at the neighbours along one of the three bond directions. I keep only the hopping of each orbital along its own direction:

$$t(r)=t_0\,e^{-(r-a)/\lambda},$$

where $a$ is the ideal Mo–Mo distance. The matrix element is $-t$. Everything else that resists a displacement $u$ of each Mo, including the relaxed response of the sulphur, is a frame energy per Mo,

$$E_{\rm fr}=\tfrac12\kappa u^2+\tfrac14\eta u^4 .$$

The cell is held fixed and the electrons are independent.

The ideal lattice then has three families of one-dimensional chains, with bands $\varepsilon=-2t_0\cos q$, where $q$ is the phase per bond. Each family holds $n/3$ electrons per Mo. With two spins and occupied states from $-q_F$ to $q_F$,

$$2\,\frac{2q_F}{2\pi}=\frac n3\quad\Rightarrow\quad q_F=\frac{\pi n}{6},$$

so $q_F=\pi/3$ for the neutral sheet.

**Q.** Which displacement do you try?

**A.** Take rows of Mo along one bond direction and shift them alternately by $+u$ and $-u$, in the plane and perpendicular to the row. This doubles the cell. Bonds within a row keep length $a$. A bond between two approaching rows has components $a/2$ and $\sqrt3a/2-2u$, so

$$r^2=a^2-2\sqrt3\,au+4u^2 .$$

Expanding the square root to second order,

$$r=a-\sqrt3u+\frac{2u^2}{a}-\frac{3u^2}{2a}
=a-\sqrt3u+\frac{u^2}{2a}.$$

Between separating rows the linear term changes sign. The short bonds join the Mo atoms of two neighbouring rows into a zigzag chain, which is the 1T$'$ pattern.

**Q.** Half the bonds between rows shorten and half lengthen. Doesn't the electronic energy cancel?

**A.** It cancels at first order. For the second order, set $x=\sqrt3u/\lambda$. Each of the two affected chain families has alternating hoppings $te^{x}$ and $te^{-x}$, with $t=t_0[1-u^2/(2a\lambda)]$ from the common lengthening. A chain with two alternating hoppings has a two-site cell, and its squared energy is the sum of the squared hoppings plus an interference term:

$$\begin{aligned}
\varepsilon^2&=t^2\left(e^{2x}+e^{-2x}+2\cos2q\right)\\
&=4t^2\left(\cos^2q+\sinh^2x\right).
\end{aligned}$$

The second line uses $2\cosh2x=2+4\sinh^2x$ and $2+2\cos2q=4\cos^2q$. For the lower band at small $x$,

$$\varepsilon\simeq-2t\cos q-\frac{t_0x^2}{\cos q}.$$

Since $q_F<\pi/2$, the last term lowers every occupied level. Summing over both spins and both signs of $q$, one family gains

$$-\frac{2t_0x^2}{\pi}\int_0^{q_F}\frac{dq}{\cos q}
=-\frac{2t_0x^2}{\pi}\ln(\sec q_F+\tan q_F).$$

The common lengthening costs something. The undistorted energy of one family is $-(4t_0/\pi)\sin q_F$, and reducing $t$ by the fraction $u^2/(2a\lambda)$ raises it by $2t_0u^2\sin q_F/(\pi a\lambda)$.

Electrons can also move between families. The levels shift by order $u^2$, so the number transferred is of order $u^2$, and each transferred electron gains an energy of order $u^2$. That effect is of order $u^4$ and drops out here. With two affected families and $x^2=3u^2/\lambda^2$, the energy change per Mo is $Au^2$, where

$$\begin{aligned}
A={}&\frac{\kappa}{2}-\frac{12t_0}{\pi\lambda^2}\ln(\sec q_F+\tan q_F)\\
&+\frac{4t_0}{\pi a\lambda}\sin q_F .
\end{aligned}$$

Without d electrons, $q_F=0$ and $A=\kappa/2$: the frame alone is stable. With them, the ideal lattice is unstable to the zigzag if $A<0$.

**Q.** So a stiff enough frame would save my structure. What do the numbers say?

**A.** Against this pattern, yes. I take round values in the rough regime of the MoS$_2$ monolayer: $a=0.32$ nm, $t_0=0.70$ eV, $\lambda=0.065$ nm and $\kappa=800$ eV/nm$^2$. For $q_F=\pi/3$ the logarithm is $\ln(2+\sqrt3)=1.317$, and

$$A=400-833+37=-396\ \mathrm{eV/nm^2}.$$

The critical stiffness is twice the net softening, $\kappa_c=1593$ eV/nm$^2$, about double the assumed value.

For a mass $m$ of 96 u, equating $\tfrac12m\omega^2u^2$ to $Au^2$ gives $\omega^2=2A/m<0$. The frame alone would vibrate at 151 cm$^{-1}$; with the electrons the frequency is $150i$ cm$^{-1}$. An imaginary frequency means that a small displacement grows instead of oscillating.

The margin depends on $\lambda$. If $\lambda$ were larger by $\sqrt2$, with the rest held fixed, the softening would be $833/2-37/\sqrt2\simeq390$ eV/nm$^2$, just too little to overcome $\kappa/2=400$. That would remove the zigzag instability only; the trimer pattern treated next would still be unstable at 300 K. For the zigzag the model therefore supplies a mechanism and a threshold. That real ideal 1T MoS$_2$ lies on the unstable side rests on first-principles phonon calculations, which find imaginary frequencies for it.

**Q.** Is the zigzag the only way down?

**A.** No. Let groups of three Mo atoms each move by $u$ towards their common centre. Along every chain the length changes are then, to first order, $-\sqrt3u,\ +\sqrt3u/2,\ +\sqrt3u/2$, repeated. The hopping on bond $m$ becomes $t_0[1+x\cos(2\pi m/3)]$. Its wavevector $Q=2\pi/3$ joins the two Fermi points $\mp\pi/3$, with matrix element

$$V=-\frac{t_0x}{2}\left(e^{-i(q+Q)}+e^{iq}\right),\qquad |V|=t_0x$$

at $q=-\pi/3$, where both exponentials equal $e^{-i\pi/3}$.

Near these points the two coupled levels lie at $\mp vp$ from the Fermi energy, where $p$ is the distance in phase from the Fermi point and $v=2t_0\sin(\pi/3)=\sqrt3t_0$. Second-order perturbation theory weights each pair by its occupation difference, $\tanh(v|p|/2k_BT)$, divided by its separation $2v|p|$. With two spins, one family contributes

$$\begin{aligned}
\delta F&=-2|V|^2\int_{-P}^{P}\frac{dp}{2\pi}\,
\frac{\tanh(v|p|/2k_BT)}{2v|p|}\\
&=-\frac{|V|^2}{\pi v}\int_0^P\frac{dp}{p}
\tanh\frac{vp}{2k_BT}.
\end{aligned}$$

The cutoff $P$ bounds the region where the bands are nearly straight. At low temperature, halving $T$ adds $\ln2$ to the last integral. For three families the coefficient of $u^2$ therefore falls by

$$\frac{3\sqrt3\,t_0}{\pi\lambda^2}\ln2=189.9\ \mathrm{eV/nm^2}$$

per halving, as long as $t_0x\ll k_BT$.

To obtain the whole coefficient I diagonalized the three-Mo supercell and took finite differences of the free energy. At 300 K, including the frame, it is $-946$ eV/nm$^2$, more negative than the zigzag value. In this independent-electron model with straight chains, cooling would eventually overcome any finite $\kappa$.

**Q.** An unstable start does not tell me where the atoms stop.

**A.** The quartic frame term limits how far they move along each chosen pattern. I set $\eta=1.5\times10^6$ eV/nm$^4$ so that displacements come out at a few hundredths of a nanometre. The energy gains are therefore illustrations, not predictions. Minimizing the electronic free energy at 300 K plus $E_{\rm fr}$ with respect to $u$ alone, with supercell diagonalization and true bond lengths, gives:

| Per Mo | Zigzag | Trimer |
|---|---:|---:|
| $u$ (nm) | 0.0267 | 0.0325 |
| Shortest Mo–Mo (nm) | 0.275 | 0.264 |
| Longest Mo–Mo (nm) | 0.367 | 0.352 |
| Electronic gain (eV) | 0.612 | 1.218 |
| Frame cost (eV) | 0.476 | 0.840 |
| Net gain (eV) | 0.136 | 0.378 |

For the zigzag, the frame cost is $400(0.0267)^2=0.285$ eV from the quadratic term plus $0.191$ eV from the quartic one. Both patterns lie below ideal 1T.

These are minima along $u$ only. The zigzag is not a local minimum of this model: if neighbouring rows may also slide in opposite directions along their length, its energy falls further. With these parameters the model shows that ideal 1T is unstable, but it cannot show that 1T$'$ is stable.

**Q.** Is there a chemical reason why two d electrons suit these patterns?

**A.** In both, each Mo has two short bonds. Each bond is shared by two atoms, so there is one short bond per Mo, and its bonding state takes two electrons. That is the number available.

The zigzag does not reach this limit here. The orbital along the undistorted rows holds 0.667 electrons per Mo in ideal 1T and still holds 0.390 after relaxation. The reason is visible in the bands. The short and long hoppings are 1.40 and 0.34 eV, so the lower band of the alternating chains ends at $-(1.40-0.34)=-1.06$ eV. The row band starts at $-2t_0=-1.40$ eV. They overlap by 0.34 eV, and the model zigzag is a metal. The model trimer has a gap of 1.46 eV.

**Q.** Your table puts the trimer below the zigzag. Shouldn't you then call the trimer the stable form?

**A.** Not for MoS$_2$. Density-functional calculations for the neutral monolayer generally place 1T$'$ below the trimer, so the model's ranking is not to be carried over. I estimated some omitted terms at the displacements in the table, without relaxing again:

- Hopping through sulphur, taken as a constant $\pm0.2$ eV between the other two orbitals across each bond, gives net gains of 0.15–0.16 eV for the zigzag and 0.28–0.31 eV for the trimer.
- A trigonal coupling of $\pm0.1$ eV between orbitals on one Mo gives about 0.14 and 0.37 eV.
- A spin–orbit constant of 0.1 eV gives 0.138 and 0.376 eV.

Sulphur hopping narrows the difference, but none of these terms reverses it. The model also gives both patterns the same frame constants, although sulphur can respond differently to each, and it omits electron repulsion and cell strain. I have not determined which omission matters most for the ranking.

Along the zigzag coordinate $u$ alone, zero-point motion is small compared with the energy gain. The curvature at the minimum along $u$ corresponds to 197 cm$^{-1}$, hence a zero-point energy of 0.012 eV for that one collective mode. The well is 0.136 eV deep for every Mo taking part, which is already 0.27 eV for a single two-Mo cell.

**Q.** How close is all this to a real sheet?

**A.** The model's zigzag bond lengths are near the rough values for 1T$'$, about 0.28 nm for the short and 0.38 nm for the long Mo–Mo distance, partly because $\eta$ was chosen for displacements of that size. The trimer's 0.264 nm looks too short. The zigzag gain is on the low side of the few tenths of an eV per formula unit that calculations give. The band overlap should not be trusted either: calculations describe 1T$'$ as a semimetal or a small-gap material, so even "metallic" is a loose label.

A real sample need not be neutral, because intercalants, contacts or substrates can donate electrons. With the same $\kappa$ and rigid orbitals, going from $n=2$ to $n=2.4$ changes the electronic part of $A$ from $-796$ to $-1125$ eV/nm$^2$.

**Q.** That is the opposite of what I expected. I thought lithium treatment stabilized 1T.

**A.** Two comparisons are mixed there. Added electrons can favour octahedral coordination over the trigonal-prismatic coordination of 2H. Equal Mo–Mo distances within the octahedral family are a separate matter, and in this model added electrons make the zigzag instability stronger. They weaken the trimer instability, because $Q=2\pi/3$ no longer joins the Fermi points, and at $n=2.4$ the zigzag gains more along $u$ than the trimer. The small-$u$ formula fails as $n\to3$, where $q_F\to\pi/2$ and the logarithm diverges.

**Q.** So if I make the neutral sheet octahedral, is 1T$'$ its ground state?

**A.** No. The neutral monolayer's ground state is 2H, a comparison this model does not contain. First-principles calculations, not this model, find 1T$'$ to be metastable: a local minimum that can persist because turning into 2H requires the sulphur coordination to be rebuilt. Ideal 1T is the undistorted reference from which 1T$'$ is described, and it lacks even that local stability.
